# Field-Enhanced Multiphonon Ionization of Deep Centres and Its Tunnelling Time: test program

```python
"""
Result under test: multiphonon emission of a carrier from a deep centre in a
field F is enhanced by exp(F^2/Fc^2), Fc^2 = 3 m hbar/(e^2 tau2^3), where
tau2 = hbar/(2kT) + tau1 is the lattice tunnelling time on the ionized-centre
potential and tau1 (signed) is the time on the bound-centre potential.
Symbols: eps_t thermal ionization energy, relax lattice relaxation energy,
hw phonon energy, lam = 2 tau2/hbar, force = e F.
Units: eV, angstrom, fs; mass in eV fs^2/angstrom^2.
The centre is neutral after emission and couples locally to the band states.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.optimize import brentq, minimize_scalar
from scipy.special import airy

HBAR = const.hbar / const.e * 1e15
KB = const.k / const.e
M_E = const.m_e / const.e * 1e10
TO_KV_CM = 1e5                      # 1 V/angstrom = 1e5 kV/cm

mass_ratio, eps_t, relax, hw = 0.1, 0.30, 0.10, 0.020
relax_strong, temp = 0.60, 150.0
mass = mass_ratio * M_E
kT = KB * temp


def tau2_one_mode(e_th, e_rel, quantum, thermal):
    theta = quantum / (2 * thermal)
    return (HBAR / (4 * thermal) + HBAR / (2 * quantum)
            * np.arcsinh(e_th / e_rel * np.sinh(theta)))


def critical_force(tau2):
    return np.sqrt(3 * mass * HBAR / tau2**3)


def log_transform(beta, quanta, huang_rhys, thermal):
    """Log of the thermal mean of exp(beta * energy given by the lattice)."""
    b = np.asarray(beta)[..., None]
    n = 1 / np.expm1(quanta / thermal)
    return np.sum(huang_rhys * ((n + 1) * (np.exp(-b * quanta) - 1)
                                + n * (np.exp(b * quanta) - 1)), axis=-1)


# --- Lattice transform against diagonalization of a displaced oscillator ---
size, s_test, inv_t, beta_test = 60, 1.2, 1.5, 2.0
levels = np.arange(size)
ladder = np.diag(np.sqrt(levels[1:]), 1)
shifted = (np.diag(levels + s_test)
           - np.sqrt(s_test) * (ladder + ladder.T))
e_final, vectors = np.linalg.eigh(shifted)
weights = np.exp(-inv_t * levels) * (1 - np.exp(-inv_t))
direct = np.sum(weights[:, None] * vectors**2
                * np.exp(beta_test * (levels[:, None] - e_final[None, :])))
formula = np.exp(log_transform(beta_test, np.array([1.0]),
                               np.array([s_test]), 1 / inv_t))
assert abs(direct / formula - 1) < 1e-7


# --- Lattice tunnelling path: numerical minimum of the total exponent ---
def tunnelling_path(e_th, e_rel):
    q0 = np.sqrt(2 * e_rel / hw)
    q_cross = q0 * (e_rel + e_th) / (2 * e_rel)
    e_cross = (e_rel + e_th)**2 / (4 * e_rel)
    sign = 1 if e_th > e_rel else -1

    def action(energy, end):
        start = np.sqrt(2 * energy / hw)
        return quad(lambda q: np.sqrt(max(q * q - start**2, 0.0)),
                    start, end, epsabs=1e-11, epsrel=1e-11, limit=200)[0]

    def bound(energy):
        return action(energy, q_cross)

    def ionized(energy):
        return action(energy - e_th, abs(q_cross - q0))

    def exponent(energy):
        return energy / kT + 2 * (ionized(energy) - sign * bound(energy))

    gap = e_cross - e_th
    best = minimize_scalar(exponent, method="bounded",
                           bounds=(e_th + 1e-3 * gap, e_cross - 1e-3 * gap),
                           options={"xatol": 1e-10})
    h = 1e-5
    t1 = -sign * HBAR * (bound(best.x + h) - bound(best.x - h)) / (2 * h)
    t2 = -HBAR * (ionized(best.x + h) - ionized(best.x - h)) / (2 * h)
    return best.x, e_cross, t1, t2, best.fun


paths = {}
for e_rel in (relax, relax_strong):
    path = tunnelling_path(eps_t, e_rel)
    paths[e_rel] = path
    t2_formula = tau2_one_mode(eps_t, e_rel, hw, kT)
    assert abs(path[3] / t2_formula - 1) < 1e-3
    assert abs(path[3] - path[2] - HBAR / (2 * kT)) < 0.03
    lam_here = 2 * t2_formula / HBAR
    saddle_exponent = lam_here * eps_t - log_transform(
        lam_here, np.array([hw]), np.array([e_rel / hw]), kT)
    assert abs(path[4] - saddle_exponent) < 1e-4
assert paths[relax][2] > 0 > paths[relax_strong][2]

# Limits of the tunnelling time
cold, hot = KB * 20, KB * 5000
tau1_cold = tau2_one_mode(eps_t, relax, hw, cold) - HBAR / (2 * cold)
tau1_limit = HBAR * np.log(eps_t / relax) / (2 * hw)
assert abs(tau1_cold / tau1_limit - 1) < 1e-3
hot_limit = HBAR / (4 * hot) * (1 + eps_t / relax)
assert abs(tau2_one_mode(eps_t, relax, hw, hot) / hot_limit - 1) < 2e-3


# --- Carrier in the field ---
def local_dos(energy, force):
    """Free-carrier density of states at the centre, one spin."""
    if force == 0:
        return ((2 * mass)**1.5 * np.sqrt(np.maximum(energy, 0))
                / (4 * np.pi**2 * HBAR**3))
    length = (HBAR**2 / (2 * mass * force))**(1 / 3)
    s = -energy / (force * length)
    ai, aip, _, _ = airy(s)
    return mass / (2 * np.pi * HBAR**2 * length) * (aip**2 - s * ai**2)


def carrier_transform(beta, force):
    return ((mass / (2 * np.pi * HBAR**2 * beta))**1.5
            * np.exp(HBAR**2 * force**2 * beta**3 / (24 * mass)))


tau2 = tau2_one_mode(eps_t, relax, hw, kT)
lam = 2 * tau2 / HBAR
fc = critical_force(tau2)
energies = np.linspace(-0.3, 0.4, 70001)
z_field = simpson(local_dos(energies, fc) * np.exp(-lam * energies),
                  x=energies)
z_zero = quad(lambda e: local_dos(e, 0) * np.exp(-lam * e), 0, 0.4,
              epsabs=0, epsrel=1e-10)[0]
assert abs(z_field / carrier_transform(lam, fc) - 1) < 1e-5
assert abs(z_zero / carrier_transform(lam, 0) - 1) < 1e-6
assert abs(np.log(z_field / z_zero) - 1) < 1e-5

# Deep tail of the density of states is the triangular-barrier exponent
f_len = fc * (HBAR**2 / (2 * mass * fc))**(1 / 3)
depth = 10 * f_len
tail = np.log(local_dos(-depth, fc) * 8 * np.pi * 10
              * 2 * np.pi * HBAR**2 * (f_len / fc) / mass)
barrier = 4 * np.sqrt(2 * mass) * depth**1.5 / (3 * HBAR * fc)
assert abs(tail + barrier) < 0.05


# Optimum tunnelling depth, with the barrier integral done numerically
def gain(depth_below):
    width = depth_below / fc
    under = quad(lambda x: np.sqrt(2 * mass * max(depth_below - fc * x, 0)),
                 0, width, epsabs=1e-12)[0]
    return lam * depth_below - 2 * under / HBAR


optimum = minimize_scalar(lambda e: -gain(e), bounds=(1e-4, 0.2),
                          method="bounded", options={"xatol": 1e-10})
eps0 = fc**2 * tau2**2 / (2 * mass)
assert abs(optimum.x / eps0 - 1) < 1e-3
assert abs(-optimum.fun - 1) < 1e-5
carrier_time = quad(lambda x: np.sqrt(mass / (2 * (optimum.x - fc * x))),
                    0, optimum.x / fc)[0]
assert abs(carrier_time / tau2 - 1) < 1e-3

# --- Full rate with a phonon band: sums of positive terms only ---
step = 0.00025
jumps = np.arange(48, 113)
shape = np.sqrt(1 - ((jumps - 80) / 33)**2)
quanta = jumps * step
huang = shape * relax / np.sum(shape * quanta)


def compound_poisson(rates, sizes, length):
    pad = int(sizes.max())
    prob = np.zeros(length + pad)
    prob[pad] = np.exp(-rates.sum())
    for k in range(1, length):
        prob[pad + k] = np.dot(sizes * rates, prob[pad + k - sizes]) / k
    return prob[pad:]


def supplied_energy(sizes, couplings):
    """Probability of net lattice energy 0, step, 2 step, ..."""
    n = 1 / np.expm1(sizes * step / kT)
    absorbed = compound_poisson(couplings * n, sizes, 5200)
    emitted = compound_poisson(couplings * (n + 1), sizes, 2400)
    return np.correlate(absorbed, emitted, "valid")


def summed_rate(prob, force):
    carrier = (np.arange(len(prob)) - round(eps_t / step)) * step
    return np.sum(prob * local_dos(carrier, force))


def saddle_slope(beta):
    n = 1 / np.expm1(quanta / kT)
    return np.sum(huang * quanta * (n * np.exp(beta * quanta)
                                    - (n + 1) * np.exp(-beta * quanta)))


lam_band = brentq(lambda b: saddle_slope(b) - eps_t, 1, 400)
tau2_band = HBAR * lam_band / 2
fc_band = critical_force(tau2_band)
band_prob = supplied_energy(jumps, huang)
rate_zero = summed_rate(band_prob, 0)
y = np.linspace(-1500, 1500, 6001)
contour = lam_band + 1j * y
lattice_part = np.exp(log_transform(contour, quanta, huang, kT)
                      - contour * eps_t)


def contour_rate(force):
    values = lattice_part * carrier_transform(contour, force)
    return simpson(values.real, x=y) / (2 * np.pi)


assert abs(contour_rate(0) / rate_zero - 1) < 5e-3
squares = [0.25, 1.0, 4.0, 9.0]
logs = []
for x in squares:
    force = np.sqrt(x) * fc_band
    rate = summed_rate(band_prob, force)
    assert abs(contour_rate(force) / rate - 1) < 5e-3
    logs.append(np.log(rate / rate_zero))
# Leading-order law: corrections are of relative order 1/(phonon number)
assert all(abs(v / x - 1) < 0.10 for v, x in zip(logs[:2], squares[:2]))
# High fields bend the curve below the quadratic law
assert logs[1] / 1.0 > logs[2] / 4.0 > logs[3] / 9.0
assert logs[3] < 9.0

# One sharp mode: the comb of phonon energies spoils the smooth law
sharp = supplied_energy(np.array([80]), np.array([relax / hw]))
sharp_log = np.log(summed_rate(sharp, fc) / summed_rate(sharp, 0))
assert abs(sharp_log - 1) > 0.3

# --- Printed numbers ---
print(f"carrier mass: {mass_ratio:.2f} electron masses")
print(f"thermal ionization energy: {eps_t:.3f} eV")
print(f"relaxation energy: {relax:.3f} eV")
print(f"mean phonon energy: {hw:.3f} eV")
print(f"Huang-Rhys factor, one mode: {relax / hw:.2f}")
print("One mean mode, ionization energy above relaxation energy:")
for t in (75, 100, 150, 200, 300):
    thermal = KB * t
    t2 = tau2_one_mode(eps_t, relax, hw, thermal)
    half = HBAR / (2 * thermal)
    print(f"T={t} K: hbar/2kT={half:.2f} fs, tau1={t2 - half:.2f} fs, "
          f"tau2={t2:.2f} fs, eFc={critical_force(t2):.3e} eV/angstrom")
print(f"cold limit of tau1: {tau1_limit:.2f} fs")
print(f"Details at T={temp:.0f} K, one mean mode:")
print(f"kT: {kT:.6f} eV")
print(f"lambda = 2 tau2/hbar: {lam:.2f} 1/eV")
print(f"Fc converted: {fc * TO_KV_CM:.2f} kV/cm")
print(f"optimum carrier depth at F=Fc: {optimum.x:.5f} eV")
print(f"tunnelling length at F=Fc: {optimum.x / fc:.1f} angstrom")
print(f"carrier under-barrier time: {carrier_time:.2f} fs")
print(f"ln of carrier factor ratio at F=Fc: {np.log(z_field / z_zero):.6f}")
for e_rel in (relax, relax_strong):
    e_m, e_c, t1, t2, phi = paths[e_rel]
    print(f"Numerical lattice path, relaxation energy {e_rel:.2f} eV:")
    print(f"  crossing energy: {e_c:.4f} eV")
    print(f"  optimum lattice energy: {e_m:.4f} eV")
    print(f"  signed tau1: {t1:.2f} fs")
    print(f"  tau2: {t2:.2f} fs")
    print(f"  minimum exponent: {phi:.4f} (no unit)")
fc_strong = critical_force(tau2_one_mode(eps_t, relax_strong, hw, kT))
print(f"eFc for strong relaxation: {fc_strong:.3e} eV/angstrom")
print(f"Phonon band {quanta[0]:.3f} to {quanta[-1]:.3f} eV, "
      f"T={temp:.0f} K:")
print(f"tau2 from band saddle: {tau2_band:.2f} fs")
print(f"eFc from band saddle: {fc_band:.3e} eV/angstrom")
print(f"Fc of band converted: {fc_band * TO_KV_CM:.2f} kV/cm")
for x, value in zip(squares, logs):
    print(f"F^2/Fc^2={x:.2f}: full ln[W(F)/W(0)]={value:.4f}, "
          f"ratio to law={value / x:.4f}")
print(f"sharp single mode, its own F=Fc: ln[W(F)/W(0)]={sharp_log:.4f}")
print("all assertions hold")
```

Printed output:

```
carrier mass: 0.10 electron masses
thermal ionization energy: 0.300 eV
relaxation energy: 0.100 eV
mean phonon energy: 0.020 eV
Huang-Rhys factor, one mode: 5.00
One mean mode, ionization energy above relaxation energy:
T=75 K: hbar/2kT=50.92 fs, tau1=17.41 fs, tau2=68.33 fs, eFc=1.876e-04 eV/angstrom
T=100 K: hbar/2kT=38.19 fs, tau1=16.59 fs, tau2=54.78 fs, eFc=2.613e-04 eV/angstrom
T=150 K: hbar/2kT=25.46 fs, tau1=14.73 fs, tau2=40.20 fs, eFc=4.158e-04 eV/angstrom
T=200 K: hbar/2kT=19.10 fs, tau1=12.99 fs, tau2=32.09 fs, eFc=5.830e-04 eV/angstrom
T=300 K: hbar/2kT=12.73 fs, tau1=10.24 fs, tau2=22.97 fs, eFc=9.623e-04 eV/angstrom
cold limit of tau1: 18.08 fs
Details at T=150 K, one mean mode:
kT: 0.012926 eV
lambda = 2 tau2/hbar: 122.14 1/eV
Fc converted: 41.58 kV/cm
optimum carrier depth at F=Fc: 0.02456 eV
tunnelling length at F=Fc: 59.1 angstrom
carrier under-barrier time: 40.20 fs
ln of carrier factor ratio at F=Fc: 1.000000
Numerical lattice path, relaxation energy 0.10 eV:
  crossing energy: 0.4000 eV
  optimum lattice energy: 0.3294 eV
  signed tau1: 14.73 fs
  tau2: 40.20 fs
  minimum exponent: 28.2402 (no unit)
Numerical lattice path, relaxation energy 0.60 eV:
  crossing energy: 0.3375 eV
  optimum lattice energy: 0.3269 eV
  signed tau1: -5.91 fs
  tau2: 19.55 fs
  minimum exponent: 25.8162 (no unit)
eFc for strong relaxation: 1.226e-03 eV/angstrom
Phonon band 0.012 to 0.028 eV, T=150 K:
tau2 from band saddle: 39.60 fs
eFc from band saddle: 4.251e-04 eV/angstrom
Fc of band converted: 42.51 kV/cm
F^2/Fc^2=0.25: full ln[W(F)/W(0)]=0.2613, ratio to law=1.0453
F^2/Fc^2=1.00: full ln[W(F)/W(0)]=1.0076, ratio to law=1.0076
F^2/Fc^2=4.00: full ln[W(F)/W(0)]=3.5501, ratio to law=0.8875
F^2/Fc^2=9.00: full ln[W(F)/W(0)]=6.6363, ratio to law=0.7374
sharp single mode, its own F=Fc: ln[W(F)/W(0)]=1.8957
all assertions hold
```
